# Canonical twist averaging of free fermions in one and two dimensions

A simulation of a metal in a periodic cell replaces a continuous Fermi sea by a few discrete orbitals. With only 13 particles, the kinetic energy depends noticeably on where those orbitals lie. One remedy is to let each wave function acquire a phase when a particle crosses the cell, and to average the energy over that phase. The averaging sweeps the discrete orbitals through all of momentum space, so one may ask whether it restores the kinetic energy of the infinite system. For free particles at fixed particle number the answer depends on the dimension.

## The model and the claim

Consider $N$ spinless, non-interacting fermions at zero temperature, in a segment ($d=1$) or a square ($d=2$) of side $L$. Hartree atomic units are used. The boundary condition carries a twist $\boldsymbol\theta$, each component of which lies between $-\pi$ and $\pi$. The orbitals are plane waves with

$$
\mathbf k=\frac{2\pi\mathbf n+\boldsymbol\theta}{L},\qquad
\varepsilon(\mathbf k)=\frac{k^2}{2},
$$

where $\mathbf n$ has integer components. At a given twist the orbitals form a lattice of spacing $b=2\pi/L$, and changing the twist shifts this lattice rigidly.

Canonical twist averaging fills the $N$ lowest orbitals at every twist and averages the energy uniformly over twists. Call the result $\bar E$. Twists at which the last filled orbital is degenerate have zero measure and do not affect it.

The reference is the infinite system of the same density, whose occupied states fill $k<k_F$. Each state takes up a volume $b^d$, so this region has volume $Nb^d$:

$$
2k_F=Nb\quad(d=1),\qquad \pi k_F^2=Nb^2\quad(d=2).
$$

The mean of $k^2$ is $k_F^2/3$ over a segment and $k_F^2/2$ over a disc. The reference energies per particle are therefore $k_F^2/6$ and $\varepsilon_0=k_F^2/4$.

The claim is that $\bar E/N=k_F^2/6$ in one dimension for every $N$, whereas in two dimensions $\bar E/N>\varepsilon_0$ for every finite $N$.

## First derivation: the shape of the occupied region

**Unfolding the average.** Every $\mathbf k$ belongs to one twist and one integer vector, apart from cell edges of zero measure. Since $\mathbf k$ changes by $\boldsymbol\theta/L$, we have $d^d\theta=L^d\,d^dk$, and

$$
\bar E=\int\frac{d^d\theta}{(2\pi)^d}\sum_{\text{filled}}\frac{k^2}{2}
=\frac{1}{b^d}\int_\Omega\frac{k^2}{2}\,d^dk .
$$

Here $\Omega$ is the set of points that are filled when the twist brings an orbital there. Replacing $k^2/2$ by 1 gives the volume of $\Omega$, which is $Nb^d$. It equals the volume of the Fermi region, so any difference in energy must come from the shape.

**One dimension.** The interval $(-Nb/2,Nb/2)$ has length $Nb$ and contains $N$ points of a lattice of spacing $b$ at almost every twist. These are the points closest to the origin, hence the $N$ lowest orbitals. So $\Omega$ is the Fermi segment, and

$$
\frac{\bar E}{N}=\frac{1}{Nb}\int_{-Nb/2}^{Nb/2}\frac{k^2}{2}\,dk
=\frac{1}{Nb}\,\frac{(Nb/2)^3}{3}=\frac{N^2b^2}{24}=\frac{k_F^2}{6}.
$$

The average is needed for this. At a single twist the filled orbitals are $k=b(j+t)$, where $j$ runs in unit steps from $-(N-1)/2$ to $(N-1)/2$ and $|t|\le 1/2$ is the offset from symmetric filling. The $j$ are integers for odd $N$ and half-integers for even $N$. With $\sum j=0$ and $\sum j^2=N(N^2-1)/12$,

$$
\frac{E(t)}{N}=b^2\left[\frac{N^2-1}{24}+\frac{t^2}{2}\right].
$$

Since $\langle t^2\rangle=1/12$, the last term averages to $b^2/24$ and cancels the $-b^2/24$. Single twists range from $1-1/N^2$ to $1+2/N^2$ times the reference energy.

**Two dimensions: the boundary.** The orbitals that share a twist with $\mathbf k$ are $\mathbf k-\mathbf G$, where $\mathbf G$ is a nonzero vector of the square lattice of spacing $b$. The point $\mathbf k$ is filled if fewer than $N$ of them have lower energy. Write $\mathbf k=k\mathbf u$ with $\mathbf u$ a unit vector. Then

$$
|\mathbf k-\mathbf G|^2<k^2
\;\Longleftrightarrow\; G^2<2k\,\mathbf u\cdot\mathbf G
\;\Longleftrightarrow\; k>\frac{G^2}{2\mathbf u\cdot\mathbf G},
\qquad \mathbf u\cdot\mathbf G>0 .
$$

Vectors with $\mathbf u\cdot\mathbf G\le0$ never satisfy the condition. Going outwards along $\mathbf u$, the number of lower orbitals can only grow. The ray therefore leaves $\Omega$ once, at a radius $R(\varphi)$ equal to the $N$-th smallest value of $G^2/(2\mathbf u\cdot\mathbf G)$. In other words, $\Omega$ is the union of the first $N$ Brillouin zones of the simulation cell. Each piece of its boundary satisfies $\mathbf k\cdot\mathbf G=G^2/2$ for some $\mathbf G$, which is a straight line.

**Two dimensions: the energy.** Let $\langle\cdot\rangle$ denote the mean over directions. The area of $\Omega$ is $\int R^2/2\,d\varphi=\pi\langle R^2\rangle$. Setting it equal to $Nb^2=\pi k_F^2$ gives $\langle R^2\rangle=k_F^2$. For the energy,

$$
\frac{\bar E}{N}=\frac{1}{Nb^2}\int_0^{2\pi}\!d\varphi\int_0^{R}\frac{k^2}{2}\,k\,dk
=\frac{1}{\pi k_F^2}\,\frac{2\pi\langle R^4\rangle}{8}
=\frac{\langle R^4\rangle}{4k_F^2}.
$$

Dividing by $\varepsilon_0=k_F^2/4$ and using $\langle R^2\rangle=k_F^2$ to complete the square,

$$
\frac{\bar E/N-\varepsilon_0}{\varepsilon_0}
=\frac{\langle R^4\rangle}{k_F^4}-1
=\left\langle\left(\frac{R^2}{k_F^2}-1\right)^{2}\right\rangle .
$$

The right side vanishes only if $R=k_F$ in almost every direction. A boundary made of straight pieces cannot do this, so the bias is positive for every finite $N$.

**The smallest cells.** For $N=1$, $\Omega$ is the first Brillouin zone, a square of side $b$. For $|\varphi|<\pi/4$ its boundary is $R=b/(2\cos\varphi)$, and

$$
\langle R^4\rangle=\frac{b^4}{16}\,\frac4\pi\int_0^{\pi/4}\frac{d\varphi}{\cos^4\varphi}
=\frac{b^4}{16}\,\frac4\pi\left(1+\frac13\right)=\frac{b^4}{3\pi}.
$$

With $k_F^4=b^4/\pi^2$ the relative bias is $\pi/3-1=4.72\%$.

For $N=2$ and $0<\varphi<\pi/4$, the smallest threshold is $b/(2\cos\varphi)$, from $\mathbf G=(b,0)$. The second is $b/(\cos\varphi+\sin\varphi)$, from $\mathbf G=(b,b)$. The boundary is thus $|k_x|+|k_y|=b$, a square turned by $45^\circ$. The relative bias depends on shape and not on size or orientation, so it is again $\pi/3-1$.

**Large cells.** The boundary stays close to the Fermi circle. Take a boundary point $\mathbf k$ with $|\mathbf k|=R$, and attach to each lattice vector $\mathbf G$ a square of side $b$ centred on it. No point of a square is farther than $b/\sqrt2$ from its centre.

- At least $N$ lattice vectors lie within distance $R$ of $\mathbf k$. Their squares fit into a disc of radius $R+b/\sqrt2$, so $Nb^2\le\pi(R+b/\sqrt2)^2$ and $R\ge k_F-b/\sqrt2$.
- At most $N-1$ lattice vectors lie closer to $\mathbf k$ than $R$. If $R>b/\sqrt2$, their squares cover the open disc of radius $R-b/\sqrt2$, so $\pi(R-b/\sqrt2)^2<Nb^2$ and $R<k_F+b/\sqrt2$. If $R\le b/\sqrt2$, this holds trivially.

Let $x=b/(\sqrt2\,k_F)=\sqrt{\pi/(2N)}$. Writing $R/k_F=1+\delta$ with $|\delta|\le x$, the squared deviation is $\delta^2(2+\delta)^2$, so

$$
\frac{\bar E/N-\varepsilon_0}{\varepsilon_0}\le x^2(2+x)^2 .
$$

For large $N$ the right side approaches $4x^2=2\pi/N$. The bias therefore vanishes in the infinite system, at least as fast as $1/N$.

## Second derivation: counting particles at each twist

The second route never asks for the shape of $\Omega$. It compares two ways of filling the same orbitals at the same twist.

Let $\mu=k_F^2/2$, and let $M(\boldsymbol\theta)$ be the number of orbitals with energy below $\mu$. Filling those $M$ orbitals means filling the Fermi region at every twist, with a particle number that may vary. Unfolding gives its averages directly:

$$
\langle M\rangle_\theta=N,\qquad
\Big\langle\sum_{\varepsilon_j<\mu}\varepsilon_j\Big\rangle_\theta=E_{\rm ref},
$$

where $E_{\rm ref}$ is $N$ times the reference energy per particle.

Now order the orbitals by energy and subtract $\mu$ from each. Filling $N$ orbitals instead of $M$ changes the sum of $\varepsilon_j-\mu$ by

$$
\sum_{j=1}^{N}(\varepsilon_j-\mu)-\sum_{j=1}^{M}(\varepsilon_j-\mu)=
\begin{cases}
\displaystyle\sum_{j=M+1}^{N}(\varepsilon_j-\mu), & M<N,\\[2mm]
0, & M=N,\\[1mm]
\displaystyle\sum_{j=N+1}^{M}(\mu-\varepsilon_j), & M>N.
\end{cases}
$$

No case is negative. If $M<N$, orbitals above $\mu$ must be filled. If $M>N$, orbitals below $\mu$ must be left empty. Averaged over twists, the left side is $(\bar E-\mu N)-(E_{\rm ref}-\mu N)$, and hence

$$
\bar E-E_{\rm ref}=\Big\langle\sum_{j\ \text{between}\ N\ \text{and}\ M}|\varepsilon_j-\mu|\Big\rangle_\theta\ \ge 0 .
$$

The bias is zero if and only if $M=N$ at almost every twist. What remains is to see whether the number of orbitals in the Fermi region fluctuates.

**One dimension.** The two Fermi points are separated by $2k_F=Nb$, a whole number of lattice spacings. As the twist changes, one orbital enters at one Fermi point just as another leaves at the other. The number stays at $N$, and the bias is zero.

**Two dimensions.** Suppose an orbital crosses the Fermi circle at a point $\mathbf p$. The number can stay constant only if another orbital $\mathbf p-\mathbf G$ crosses at the same moment. Both points must then lie on the circle, which requires $\mathbf p\cdot\mathbf G=G^2/2$ and $G\le2k_F$. Finitely many $\mathbf G$ satisfy the second condition, and each gives a line that meets the circle in at most two points. All but finitely many crossings are therefore unaccompanied, and each changes $M$ by one. On at least one side of such a crossing there is an open set of twists with $M\ne N$, so the bias is positive.

The two expressions for the bias agree. Unfolding turns the sum over orbitals into an integral of $|k^2-k_F^2|/2$ over the region between the boundary of $\Omega$ and the Fermi circle. In each direction the radial integral is

$$
\int_{k_F}^{R}\frac{k^2-k_F^2}{2}\,k\,dk=\frac{(R^2-k_F^2)^2}{8},
$$

for $R$ on either side of $k_F$. Integrating over $\varphi$ and dividing by $Nb^2=\pi k_F^2$ gives $\varepsilon_0\langle(R^2/k_F^2-1)^2\rangle$, as before.

## Thirteen particles

Take the round values $N=13$ and $r_s=2$ bohr, with density $1/(2r_s)$ in one dimension and $1/(\pi r_s^2)$ in two.

In one dimension $L=2r_sN=52$ bohr and $k_F=0.7854$ bohr$^{-1}$. The reference energy is $0.7854^2/6=0.10281$ hartree per particle, and the twist average agrees with it to all seven printed decimals. Single twists range from 0.10220 to 0.10402 hartree.

In two dimensions $L=\sqrt{13\pi}\times2=12.78$ bohr, $b=0.4916$ bohr$^{-1}$ and $k_F=1$ bohr$^{-1}$, so $\varepsilon_0=0.25$ hartree. The twist average is 0.250919 hartree. The bias is 0.000919 hartree, or 25.0 meV per particle, which is 0.37% of $\varepsilon_0$. Refining the twist grid from $100\times100$ to $200\times200$ changes the average by about $5\times10^{-7}$ hartree, so the bias does not come from coarse sampling.

The boundary radius varies between 0.934 and 1.045 bohr$^{-1}$, and 2.5% of the Fermi disc is left empty. That is $0.025\times13\approx0.33$ particles on average, balanced by an equal number outside the disc. When the disc itself is filled, the particle number varies between 11 and 14, and the mean total energy divided by 13 differs from the reference by only $-1.8\times10^{-6}$ hartree on a $1000\times1000$ grid.

In this cell the average is still much closer to the reference than the zero-twist energy. At zero twist the filled shells contain 1, 4, 4 and 4 orbitals with $n^2=0,1,2,4$, so the energy per particle is $b^2(4+8+16)/(2\times13)=0.26025$ hartree. This is 0.01025 hartree too high, about eleven times the averaged bias. Such a gain is not guaranteed at every $N$. For $N=5$ the zero-twist energy per particle is $4b^2/(2\times5)=0.4\,b^2$, only 0.5% above the reference $5b^2/(4\pi)=0.3979\,b^2$, while the averaged bias is 3.3%. The positive sign belongs to the average alone: on the $200\times200$ grid, 44.5% of twists lie below the reference, the lowest at 0.2431 hartree.

The relative bias at other particle numbers, from the boundary formula, is:

| $N$ | bias (%) | upper bound (%) |
|---:|---:|---:|
| 5 | 3.32 | 206 |
| 13 | 0.367 | 66.6 |
| 29 | 0.100 | 27.0 |
| 49 | 0.081 | 15.2 |
| 101 | 0.013 | 7.0 |

The values fall along this list, but the bias does not decrease at every step in $N$: it is 0.36% for $N=4$ and 3.32% for $N=5$. The bound lies far above the values. It guarantees convergence but does not estimate the error. The numerical output gives these results in more digits.

## What each derivation assumes

Both derivations need independent particles, zero temperature, a uniform average over all twists, and orbitals that the twist merely shifts in momentum. With interactions there are further finite-size errors, in the kinetic as well as the potential energy, which the 25 meV does not include.

The first derivation also uses the fact that energy grows with $|\mathbf k|$, so that ordering by energy is ordering by distance. The formula with $R^2$ relies on the quadratic dispersion. In return it gives the size of the bias from a single angular average.

The formula for the bias in the second derivation uses neither property. It holds for any single band $\varepsilon(\mathbf k)$ with a well-defined Fermi level, in any dimension, and reduces the question to whether the number of orbitals below that level fluctuates. That last question must be answered for each band: the argument given in two dimensions uses the Fermi circle. For the half-filled band $-\cos k_x-\cos k_y$ of a square lattice with unit spacing and an even number of sites along $L$, the Fermi region is the square $|k_x|+|k_y|<\pi$. Shifts by $(\pi,\pi)$ and $(\pi,-\pi)$, which are vectors of the orbital lattice, tile the plane with this square. It therefore holds the same number of orbitals at almost every twist, and there is no bias.

The formula also shows where the one-dimensional result fails. Suppose a band has two separate minima at $\pm q$, and the occupied states are $k_1<|k|<k_2$, with $2(k_2-k_1)=Nb$. As the twist increases, orbitals leave at $k_2$ and $-k_1$ and enter at $k_1$ and $-k_2$. For even $N$, $k_2-k_1$ is a multiple of $b$, every departure is matched by an arrival, and there is no bias. For odd $N$ this matching fails, and the bias is positive unless $2k_1$ and $2k_2$ happen to be multiples of $b$. In one dimension, exactness at every $N$ is thus guaranteed by a Fermi sea that is a single segment, and not by the dimension alone.

## Computed values

```
Example: r_s = 2.0 bohr, N = 13
1D cell length L = 52.000 bohr
1D kF = 0.785398 1/bohr
1D exact energy per particle = 0.1028084 hartree
1D twist-averaged energy per particle = 0.1028084 hartree
1D lowest single-twist energy = 0.102200 hartree
1D highest single-twist energy = 0.104023 hartree
2D cell side L = 12.7813 bohr
2D orbital spacing b = 0.49159 1/bohr
2D kF = 1.00000 1/bohr
2D exact energy per particle = 0.250000 hartree
2D twist-averaged energy per particle = 0.250919 hartree
2D bias per particle = 0.000919 hartree
2D bias per particle = 25.00 meV
2D relative bias = 0.3674 percent
2D shift, 100x100 to 200x200 twists = 4.8e-07 hartree
2D zero-twist energy per particle = 0.260250 hartree
2D lowest single-twist energy = 0.243092 hartree
2D highest single-twist energy = 0.262548 hartree
2D twists below the exact energy = 44.5 percent
2D smallest boundary radius = 0.9342 1/bohr
2D largest boundary radius = 1.0446 1/bohr
2D part of Fermi disc left empty = 2.51 percent
2D disc filling: particle number from 11 to 14
2D disc filling: mean particle number = 12.99995
2D disc filling: mean energy / N = 0.249998 hartree
2D disc filling: energy error, 200x200 twists = 6.9e-05 hartree
2D disc filling: energy error, 1000x1000 twists = -1.8e-06 hartree
Closed form for N = 1 and 2: pi/3 - 1 = 4.7198 percent
2D relative bias in percent: N, direct filling, boundary, upper bound
     1    4.7171    4.7198   1662.539
     2    4.7211    4.7198    654.261
     5    3.3234    3.3235    205.968
    13    0.3674    0.3675     66.593
    29    0.1001    0.1001     27.002
    49    0.0805    0.0805     15.221
   101    0.0134    0.0134      7.021
```
